# Ionic Pockels tensor from zone-centre modes: choosing the settings

## One mode, one direction

Take a crystal in which a single lattice vibration responds to a slow field $E$. Let $Q$ be its mass-normalized amplitude, $\omega$ its angular frequency and $p$ the dipole per cell produced by unit $Q$. The energy per cell is

$$F=\tfrac12\omega^2Q^2-pQE .$$

Setting $\partial F/\partial Q=0$ gives $Q=pE/\omega^2$. Light oscillates too fast for the ions to follow, so it sees the electronic susceptibility $\chi$ of the displaced lattice. With $\varepsilon=n^2=1+4\pi\chi$ in Gaussian units,

$$\Delta\!\left(\frac1\varepsilon\right)=-\frac{\Delta\varepsilon}{\varepsilon^2}
=-\frac{4\pi}{n^4}\frac{d\chi}{dQ}\,\frac{p}{\omega^2}\,E\equiv rE .$$

A nonzero ionic $r$ thus needs a mode that both carries a dipole and modulates $\chi$; a low restoring force makes it larger. If the equilibrium has inversion symmetry, a polar displacement and its reverse give the same $\chi$, so $d\chi/dQ=0$ and $r=0$.

An electronic-structure program can compute the ionic part of the electro-optic tensor by summing this expression over modes. The settings concern which modes enter, which electrical boundary condition fixes their frequencies, and whether strain and electrons are included.

## The full tensor

Define $\Delta(\varepsilon^{-1})_{ij}=\sum_k r_{ijk}E_k$, where $E$ is the macroscopic field inside the crystal. "Clamped" means fixed strain. The ions are classical and sit at a stable minimum.

Let $\tau$ collect the ionic displacements from equilibrium, and let $q$ be an electronic displacement with charge $-Ne$ per cell. To second order the enthalpy is

$$F=\tfrac12\tau H_{\tau\tau}\tau+\tau H_{\tau q}q+\tfrac12qH_{qq}q-eE\cdot(Z\tau-Nq),$$

with $Z$ the bare ionic charges. The terms containing $q$ are $\tfrac12qH_{qq}q+q\cdot g$, where $g=H_{q\tau}\tau+NeE$. Their minimum, at $q=-H_{qq}^{-1}g$, is $-\tfrac12gH_{qq}^{-1}g$. Expanding this product gives

$$F=\tfrac12\tau C\tau-eE\cdot Z^*\tau-\tfrac12N^2e^2\,E\,H_{qq}^{-1}E,$$

$$C=H_{\tau\tau}-H_{\tau q}H_{qq}^{-1}H_{q\tau},\qquad Z^*=Z+NH_{qq}^{-1}H_{q\tau}.$$

So $C$ holds the force constants at fixed $E$, and the Born charge $Z^*$ is both a dipole per displacement and a force per field. The last term equals $-\tfrac12\Omega E\chi E$, with $\Omega$ the cell volume, hence $\chi=N^2e^2H_{qq}^{-1}/\Omega$.

Force balance is $C\tau=eZ^{*T}E$. Define modes by

$$Cu_m=\omega_m^2Mu_m,\qquad u_m^TMu_{m'}=\delta_{mm'},\qquad p_{mk}=e\sum_{\kappa a}Z^*_{k,\kappa a}u_m(\kappa a),$$

where $M$ is the mass matrix, $\kappa$ labels ions and $a$ directions. Insert $\tau=\sum_mQ_mu_m$ and multiply from the left by $u_m^T$. Orthogonality leaves

$$\omega_m^2Q_m=\sum_kp_{mk}E_k .$$

For a uniform translation $\omega_m=0$. Its right side also vanishes because $\sum_\kappa Z^*_\kappa=0$. Its amplitude is undetermined, but it does not alter $\chi$, so the three translations are left out.

Define the Raman susceptibility

$$\alpha^m_{ij}=\sqrt\Omega\sum_{\kappa a}\frac{\partial\chi_{ij}}{\partial\tau_{\kappa a}}u_m(\kappa a),$$

taken at $E=0$ with the electrons relaxed at each frozen displacement. Then $\Delta\chi_{ij}=\Omega^{-1/2}\sum_m\alpha^m_{ij}Q_m$. Differentiating $\varepsilon\varepsilon^{-1}=1$ gives $\Delta(\varepsilon^{-1})=-\varepsilon^{-1}(4\pi\Delta\chi)\varepsilon^{-1}$. In the principal axes of the unperturbed $\varepsilon$ the outer factors are $1/n_i^2$ and $1/n_j^2$:

$$\boxed{r^{\rm ion}_{ijk}=-\frac{4\pi}{n_i^2n_j^2\sqrt\Omega}\sum_{m}\frac{\alpha^m_{ij}p_{mk}}{\omega_m^2}}$$

Reversing the arbitrary sign of $u_m$ reverses both $\alpha^m$ and $p_m$, so the product stays. A rotation within a degenerate set likewise leaves the sum over that set unchanged; its individual members have no separate meaning.

The masses drop out of the static sum. For forces that sum to zero, $\sum_mu_mu_m^T/\omega_m^2$ inverts $C$, which contains no mass. Changing the masses alters the resulting displacement only by a uniform translation, which leaves $\chi$ unchanged. One may therefore solve $C\tau=eZ^{*T}E$ directly; the modes serve to show where the response comes from.

The field also changes $\chi$ with the ions held. If $P_i=\sum_j\chi_{ij}E_j+\sum_{jk}\chi^{(2)}_{ijk}E_jE_k$, with dispersion neglected, then $\partial\chi_{ij}/\partial E_k=2\chi^{(2)}_{ijk}$ and

$$r^{\rm el}_{ijk}=-\frac{8\pi\chi^{(2)}_{ijk}}{n_i^2n_j^2}.$$

The clamped coefficient is $r^{\rm ion}+r^{\rm el}$. Check which of the two a program's output contains.

## Setting 1: TO or LO frequencies

The derivation holds $E$ fixed, so the transverse frequencies belong in the sum, without the non-analytic long-wavelength term. Suppose that term is switched on for a wavevector along $z$. With $z$ now also denoting the row of $Z^*$ for the dipole along $z$, the force constants become

$$C_{\rm LO}=C+c\,z^Tz,\qquad c=\frac{4\pi e^2}{\Omega\varepsilon^\infty_{33}} .$$

Solve $C_{\rm LO}\tau=z^TeE$ with $A=z\tau$. Moving the extra term to the right gives $C\tau=z^T(eE-cA)$, so $A=S(eE-cA)$ with $S=zC^{-1}z^T$. Hence $A=SeE/(1+cS)$ and $eE-cA=eE/(1+cS)$. The whole displacement is divided by $1+cS$.

The static permittivity follows from the dipole $eA$ at fixed $E$, where $A=SeE$:

$$\varepsilon^{s}_{33}=\varepsilon^\infty_{33}+\frac{4\pi e^2}{\Omega}S=\varepsilon^\infty_{33}(1+cS).$$

Therefore $r^{\rm LO}_{333}=r^{\rm ion}_{333}\,\varepsilon^\infty_{33}/\varepsilon^s_{33}$. The LO sum is the response to $D/\varepsilon^\infty$, not to $E$. Here the polar axis is a principal axis.

## Setting 2: discarding modes and imposing the charge sum rule

If numerical errors leave $\sum_\kappa Z^*_\kappa\ne0$, a translation acquires a false polarity. Errors in the force constants and in $\partial\chi/\partial\tau$ can likewise give it a small false $\omega^2$ and a false $\alpha$, and the quotient $\alpha p/\omega^2$ may then be large. Impose the sum rule, and identify translations by their uniform displacement pattern. A frequency threshold may remove a genuine soft mode.

A negative $\omega_m^2$ still yields a finite number, but the structure is then not a minimum and force balance does not describe its response. Relax it first. For a stable mode with $\alpha$ and $p$ held fixed, $\delta r_m/r_m=-2\,\delta\omega_m/\omega_m$: a frequency 5% too high makes that contribution about 10% too small.

## A model crystal

The model has Sr, Ti and three O ions per cell. In this section $\tau$ is measured from the centrosymmetric sites, not from equilibrium. Let $o$ be the mean oxygen displacement, $s=\tau_{\rm Ti}-o$, and $O_a$ the oxygen on the Ti–O line along axis $a$. The bond displacement is $b_a=\tau_{{\rm Ti},a}-\tau_{O_a,a}$. The ionic energy is

$$\begin{aligned}V={}&\tfrac12a_\perp(s_x^2+s_y^2)+\tfrac12a_\parallel s_z^2+\tfrac14B|s|^4+\tfrac12k_{\rm Sr}|\tau_{\rm Sr}-o-\eta s|^2\\&+\tfrac12k_{\rm ap}\sum_a(\tau_{O_a,a}-o_a-\zeta s_a)^2+\tfrac12k_{\rm eq}\sum_ad_a^2,\end{aligned}$$

where $d_a$ is the difference between the $a$-displacements of the other two oxygens. With $a_\parallel=-Bs_0^2$, the minimum lies at $s_z=s_0=0.020$ nm. Its curvatures are $K_L=2Bs_0^2=700$ and $K_T=a_\perp+Bs_0^2=250$ eV/nm².

The electrons follow the bonds. With $y=q-\beta b(1-b^2/b_s^2)$, their energy is

$$\tfrac12(k+c_1b^2)y^2+\tfrac12c_2(b\cdot y)^2+\tfrac12\gamma_3(b\cdot y)y^2+\tfrac14h_4y^4,$$

where $k=Nm\omega_e^2=2558$ eV/nm² for $N=6$ and $\hbar\omega_e=5.7$ eV. The bare charges are $+2,+4,-2$. The remaining parameters are set at the top of the program.

At zero field $y=0$ and $b_z=(1-\zeta)s_0=0.024$ nm. The stiffness for light polarized along $z$ is $k+(c_1+c_2)b_z^2\approx2875$ eV/nm², which gives $n_e=2.189$; across the axis $n_o=2.263$. The Born charges along $z$ are $2.00$, $6.19$, $-2.00$, $-2.00$ and $-4.19$, and they sum to zero.

## Reading the mode table

Three modes are polar along $z$. With $p$ in units of $e$, the field variable $eE$ in eV/nm is numerically the field in V/nm. For the mode at 279.6 cm⁻¹, $\omega^2$ is 28.75 eV nm⁻² u⁻¹, where u is the atomic mass unit. Its contribution to $r_{33}\equiv r_{333}$ is

$$-\frac{4\pi(-0.1686)(1.560)}{\sqrt{0.05978}\,(2.1887)^4(28.75)}=0.0205\ \text{nm/V}=20.5\ \text{pm/V}.$$

The sum over all three is

$$r^{\rm ion}_{33}=-0.45+20.49+0.08=20.12\ \text{pm/V},$$

or $6.03\times10^{-7}$ cm/statV. The lowest axial mode, at 160.4 cm⁻¹, opposes the total. In this model $\chi_{33}$ falls as $b_z$ grows, and this mode has $\alpha_{33}>0$ when $p_z>0$: the dipole rises while the bond displacement shrinks.

For $r_{51}\equiv r_{131}$, the degenerate pairs at 143.6, 187.6 and 544.0 cm⁻¹ give 9.86, 11.80 and 0.16 pm/V. The middle pair exceeds the softest one. Frequency alone therefore does not rank contributions; $\alpha p/\omega^2$ does.

The ratio $\alpha_{33}/\alpha_{11}$ is 3.10 for all three axial modes. This is a restriction of the model: at zero field its $\chi$ depends on the ions through $b$ alone, so each axial mode scales the same derivative $d\chi/db_z$. A real crystal need not obey it.

The permittivity offers a separate reading of the polarities. Since $4\pi e^2/\Omega\approx302.7$ eV/nm², the main axial mode contributes $302.7(1.5604)^2/28.75\approx25.64$. Adding the optical 4.79 and about 0.23 from the other two modes gives $\varepsilon^s_{33}=30.66$. The LO sum would then give $20.12\times4.79/30.66=3.14$ pm/V, which is also what diagonalizing $C_{\rm LO}$ gives. The wrong boundary condition costs a factor of 6.4 in $r_{33}$ and $r_{13}$ here; with the wavevector along $z$, $r_{51}$ is unchanged, because the modes polarized across the axis stay transverse.

## Verification by relaxing the ions

The finite-field road uses neither modes nor Raman derivatives. Fields of $\pm3\times10^{-4}$ V/nm are applied along each axis, and ions and electrons are relaxed in the full anharmonic enthalpy. The ions are then held while a probe field of $\pm0.003$ V/nm measures $\chi$. Half the difference of $\varepsilon^{-1}$ between the two signs, divided by the field, is the total coefficient. Repeating this with the ions held at their zero-field positions gives $r^{\rm el}$; subtraction leaves $r^{\rm ion}$.

| Coefficient (pm/V) | Mode sum | Finite field | Electronic |
|---|---:|---:|---:|
| $r_{33}$ | 20.121 | 20.121 | 2.59 |
| $r_{13}$ | 5.676 | 5.676 | 0.89 |
| $r_{51}$ | 21.817 | 21.817 | 0.95 |

Over all 27 components the largest discrepancy is $7.5\times10^{-7}$ of the largest component. This tests the assembly, including its signs and factors; it does not make the model parameters those of a material.

For your own finite-field check, symmetric differences remove the even response. The remaining error has the form $AF^2+\delta/F$, with $F$ the field, $AF^2$ the cubic response and $\delta$ the numerical noise in $\varepsilon^{-1}$. For positive $A$ and $\delta$, the derivative $2AF-\delta/F^2$ vanishes at $F=(\delta/2A)^{1/3}$. If halving the field reduces the change in the result fourfold, truncation dominates; if the scatter grows, noise does.

## Near the polar instability

Let $s_0\to0$ with $B$, $K_T$, the charges and the other springs fixed. Holding $K_T$ means adjusting $a_\perp=K_T-Bs_0^2$; if $a_\perp$ kept its present value of $-100$ eV/nm², the axial state would become unstable to sideways displacement below $s_0\approx0.011$ nm. Then $K_L=2Bs_0^2$, while $d\chi/db_z\propto b_z\propto s_0$. The soft part of the static response therefore scales as

$$r_{33}\propto\frac{s_0}{s_0^2}=\frac1{s_0}.$$

This is the leading order for a static lattice in this model. The growth is slower than $1/\omega^2$ because the Raman derivative vanishes as the polar distortion does. The field-induced shift relative to $s_0$ grows as $E/s_0^3$, so the linear range shrinks quickly.

Fluctuations set another limit. Let the deviations of $s$ from its minimum $(0,0,s_0)$ be independent and symmetric about zero, with variances $v_x,v_y,v_z$. Averaging $\partial V/\partial s_z$ gives an extra slope $Bs_0(3v_z+v_x+v_y)$. Dividing by $K_L$ yields

$$\frac{\delta s_0}{s_0}=-\frac{3v_z+v_x+v_y}{2s_0^2}.$$

Using the zone-centre modes as if each cell vibrated independently, this shift is $-20\%$ at 4 K and $-43\%$ at 300 K. A first-order shift of that size is a warning, not a correction to apply. The static-lattice coefficient is not a quantitative prediction for these parameters at either temperature; a better one needs the vibrations of the whole Brillouin zone and their anharmonicity.

## From the tensor to a modulator

Let the polar axis lie in the film plane, along the field between electrodes 2 µm apart, with light polarized along it. At 5 V the field is 0.025 MV/cm. From $n=(\varepsilon^{-1})^{-1/2}$ it follows that $\Delta n=-\tfrac12n^3rE$. With the total $r_{33}=22.7$ pm/V,

$$\Delta n=-\tfrac12(2.189)^3(0.0227\ \text{nm/V})(0.0025\ \text{V/nm})=-2.98\times10^{-4}.$$

The fully relaxed finite-field calculation gives the same value. A phase of $\pi$ requires $|\Delta n|L=\lambda/2$, so for electrode gap $g$

$$V_\pi L=\frac{\lambda g}{n_e^3r_{33}}=1.30\ \text{V cm}$$

at $\lambda=1550$ nm, using the low-frequency $n_e$ and $r_{33}$, for one driven arm, a uniform field and all the light in the film. If a fraction $\Gamma$ of the index change acts on the guided mode, divide by $\Gamma$: half overlap gives 2.6 V cm.

**Drive frequency.** Without damping, Newton's equation replaces $\omega_m^2$ by $\omega_m^2-\omega^2$. At 50 GHz this raises $r^{\rm ion}_{33}$ by $3\times10^{-5}$ of itself.

**Optical frequency.** Here $\chi_{33}$ is inversely proportional to the electronic stiffness, so its derivative is proportional to $\chi_{33}^2$ and $r^{\rm ion}_{33}\propto[(n_e^2-1)/n_e^2]^2$. At 1550 nm $n_e$ rises to 2.204 and $r^{\rm ion}_{33}$ to 20.3 pm/V, a change of 0.7%. With the values at this wavelength, $V_\pi L$ is about 3% lower than the figure above.

**Strain.** Below the acoustic resonances a free crystal also strains. With strain $QP^2$, where $Q$ now denotes the electrostriction coefficient and $P$ the polarization, its field derivative is, in SI form, $d=2QP\epsilon_0(\varepsilon^s_{33}-1)$. Rough constants $Q=0.05$ m⁴/C² and elasto-optic coefficient 0.15 give $d=11$ pm/V and an addition of about 1.7 pm/V to $r_{33}$. This keeps only the strain along the polar axis. In a free crystal the transverse strains usually have the opposite sign and can cancel a substantial part of the addition; a substrate also restrains the strain.

**Field limits.** The even part of the index change is 0.15% of the odd part at this drive. The uniform polar state stays stable up to 3.4 MV/cm of reverse field, but domain walls let real films switch at much lower fields; the drive itself can be comparable to such coercive fields, so a film may need a bias to stay poled. The drive is 2.5% of a rough breakdown field of 1 MV/cm. For a rough gap of 3.2 eV and the free-electron mass, a triangular barrier gives a tunnelling exponent of about 16,000, and a two-band barrier with that mass at both band edges about 9,000. Direct interband tunnelling is negligible either way.

## Beside a real film

The model borrows the ions and the approximate cell size of strontium titanate, made polar as strain can do; its other parameters are chosen, not fitted. In a (001) film biaxial compression puts the polar axis normal to the film, and tension puts it in the plane with lower symmetry, so the uniaxial crystal with an in-plane axis in the modulator example is an idealization. Unstrained strontium titanate at room temperature is centrosymmetric and has no linear Pockels effect. The index near 2.2 is ordinary for such oxides. The polarization, 42 µC/cm², is high: bulk barium titanate has roughly 25. The permittivities, 84 across and 31 along the axis, are low beside the few hundred of bulk strontium titanate at room temperature. Softer ferroelectric films can have coefficients of hundreds of pm/V, so 23 pm/V is no guide to those films.

A real film may also contain more than one domain. Reversing the polarization reverses $r$. If a fraction $f$ points along the field and the rest against it, with equal field and light in both, the effective coefficient is $(2f-1)r$. For $f=0.8$ it falls from 22.7 to 13.6 pm/V, and $V_\pi L$ rises from 1.3 to 2.2 V cm. The clamped tensor of one domain is therefore a suitable input to a device calculation if it describes the crystal at the working temperature and if poling, strain and optical overlap are supplied separately.

## Table of computed values

```
cell a, c: 0.390, 0.393 nm; volume 0.05978 nm^3
electrons 6, resonance 5.7 eV, k_el 2558.3 eV/nm^2
Ti-cage shift 0.02 nm; K_long 700.0, K_trans 250.0 eV/nm^2
double-well quartic coefficient 8.75e+05 eV/nm^4
springs Sr, apical, equatorial: 450.0, 2500.0, 230.0 eV/nm^2
eta 0.3, zeta -0.2, beta -0.5, b_sat 0.08 nm
c_iso 1.5e+05, c_dir 4e+05 eV/nm^4
gamma3 -3e+05, h4 3e+05 eV/nm^4
masses Sr, Ti, O: 87.62, 47.867, 15.999 u
spontaneous polarization: 42.22 uC/cm2
indices n_o, n_e (low optical frequency): 2.2629, 2.1887
Born charges along z, Sr Ti O1 O2 O3: 2.000 6.190 -2.000 -2.000 -4.190 e
Born charges along x, Sr Ti O1 O2 O3: 2.000 6.730 -4.730 -2.000 -2.000 e
axial modes: cm^-1 | p_z e/u^0.5 | alpha_33, alpha_11 nm^0.5/u^0.5
  160.43 | 0.0834 | 0.022552, 0.007269
  279.61 | 1.5604 | -0.168558, -0.054329
  546.71 | 0.0390 | -0.096546, -0.031118
axial modes: cm^-1 | parts of r33, r13 in pm/V
  160.43 | -0.4452, -0.1256
  279.61 | 20.4898, 5.7799
  546.71 | 0.0768, 0.0217
planar pairs: cm^-1 | polarity e/u^0.5 | part of r51 in pm/V
  143.61 | 0.8490 | 9.8597
  187.60 | 1.4595 | 11.7995
  544.00 | 0.1982 | 0.1581
r33 ionic: modes 20.12143, finite field 20.12145; electronic 2.5897 pm/V
r13 ionic: modes 5.67598, finite field 5.67598; electronic 0.8928 pm/V
r51 ionic: modes 21.81719, finite field 21.81719; electronic 0.9544 pm/V
largest mismatch of 27 components / largest one: 7.5e-07
r33 ionic in Gaussian units: 6.0323e-07 cm/statV
r33 ionic if LO modes are wrongly used: 3.1444 pm/V
static permittivity x, z: 83.826, 30.655; optical 5.1207, 4.7905
drive: 5.0 V over 2000 nm = 0.0250 MV/cm
total r33 22.7111 pm/V; index change linear -2.9766e-04, finite field -2.9766e-04
half-wave voltage-length at 1550 nm: 1.3018 V cm
even / odd index change at drive: 1.51e-03
at 0.7999 eV photon: n_e 2.2041, r33 ionic 20.2695 pm/V
relative change of r33 ionic at 50 GHz: 3.39e-05
4 K: axial Ti-cage spread 0.00496 nm, first-order mean shift -19.5 %
300 K: axial Ti-cage spread 0.00651 nm, first-order mean shift -43.1 %
strain: rough Q 0.05 m^4/C^2, p 0.15; d 11.09, added r33 1.66 pm/V
uniform reversal: polar state stable up to 3.40 MV/cm
drive / rough breakdown field of 1.0 MV/cm: 0.0250
tunnelling exponent, rough gap 3.2 eV, free mass: 15641
```
